\section*{Injection-Locking Half-Range of a Semiconductor Laser with Amplitude-Phase Coupling}

\section{The locking half-range under weak injection}

Before a slave laser is locked to a weak master, one must decide how closely its free-running frequency has to be held to the master's. For the laser worked out below, Adler's formula allows a mismatch of 39 MHz, which corresponds to about 3 mK of temperature drift. Including the coupling between gain and refractive index raises the allowance to 161 MHz, or about 13 mK. The two answers can call for different temperature controllers. This section derives the larger one and then asks when the locked states it counts are stable.

\subsection{Gain, index and the free-running frequency}

Consider one longitudinal mode of a Fabry--Perot laser of length $L$, with equal facets of power reflectance $R$. Pump current and temperature are fixed. Fields vary as $e^{i(\omega t-n\omega z/c)}$ with modal index $n=n'+in''$, so a positive $n''$ amplifies, and the power gain per length is $g=2\omega n''/c$. The coupling factor compares the index changes caused by a change in carrier number $N$:
\begin{equation}
\alpha=-\frac{dn'/dN}{dn''/dN}.
\label{alpha}
\end{equation}
It is positive when added carriers raise the gain and lower the index.

Resonance requires $2n'(\omega,N)\,\omega L/c=2\pi m$ with integer $m$. Let the carrier number change by a small amount. With the group index $n_g=n'+\omega\,\partial n'/\partial\omega$, differentiation gives
\begin{equation}
n_g\,\delta\omega+\omega\,\delta n'=0 .
\end{equation}
By (\ref{alpha}), $\delta n'=-\alpha\,\delta n''=-\alpha c\,\delta g/(2\omega)$. Let $G$ be the modal gain rate, $\gamma$ the photon loss rate and $\Delta G=G-\gamma$. Free-running operation has $G=\gamma$, so $\Delta G=(c/n_g)\,\delta g$ and
\begin{equation}
\delta\omega=\frac{\alpha c}{2n_g}\,\delta g=\frac{\alpha}{2}\,\Delta G .
\label{shift}
\end{equation}
Less gain means fewer carriers, a higher index and a lower resonance frequency.

\subsection{The injected field and its coupling rate}

Let $A(t)$ be the envelope, relative to $e^{i\omega_{\rm inj}t}$, of the wave that has just left the front facet towards the interior. Amplitudes are normalized so that $|A|^2$ is a power. The injected wave has power $P_{\rm inj}$, all of it in the laser mode, and its phase just inside the facet is taken as zero.

Without injection, a round trip at the free-running frequency $\omega_0$ reproduces the field. At $\omega_{\rm inj}=\omega_0+\Delta\omega$ and with changed carriers, the amplitude gains a factor $e^{\Delta G\tau/2}$, where $\tau=2n_gL/c$ is the round-trip time. The propagation phase $-2n'\omega L/c$ changes by $-\tau(\Delta\omega-\alpha\Delta G/2)$, by (\ref{shift}). The facet adds the transmitted injection:
\begin{equation}
A(t+\tau)=e^{[(1+i\alpha)\Delta G/2-i\Delta\omega]\tau}A(t)+\sqrt{1-R}\,\sqrt{P_{\rm inj}} .
\label{trip}
\end{equation}
If little changes per trip, the exponential may be expanded to first order and $A(t+\tau)-A(t)$ replaced by $\tau\,dA/dt$:
\begin{equation}
\frac{dA}{dt}=\left[\frac{1+i\alpha}{2}\Delta G-i\Delta\omega\right]A+\frac{\sqrt{(1-R)P_{\rm inj}}}{\tau}.
\label{field}
\end{equation}

The inside amplitude must be expressed through the free-running front-facet power $P_{\rm out}$. A wave $B$ striking the facet from inside gives $A_0=\sqrt R\,B$ and $P_{\rm out}=(1-R)|B|^2$, so $|A_0|^2=RP_{\rm out}/(1-R)$. Dividing the last term of (\ref{field}) by $|A_0|$ defines the injection rate
\begin{equation}
k=\frac{1-R}{\sqrt R\,\tau}\sqrt{\frac{P_{\rm inj}}{P_{\rm out}}} .
\label{k}
\end{equation}
One factor $\sqrt{1-R}$ comes from light entering the cavity; the other comes from inferring the inside field from the emitted power.

Write $A=|A_0|e^{x+i\phi}$. Then $\phi$ is the slave phase minus the injected phase, and $x$ is the logarithmic change of field amplitude. Dividing (\ref{field}) by $A$ and separating real and imaginary parts gives
\begin{align}
\dot x&=\tfrac12\Delta G+ke^{-x}\cos\phi, \label{amp}\\
\dot\phi&=\tfrac{\alpha}{2}\Delta G-\Delta\omega-ke^{-x}\sin\phi. \label{phase}
\end{align}

The carriers obey $\dot N=J-N/\tau_c-GS$, with photon number $S=S_0e^{2x}$, pump rate $J$ and carrier lifetime $\tau_c$. For linear gain, $\Delta G=a(N-N_0)$, where $N_0$ is the free-running carrier number. Since $J=N_0/\tau_c+\gamma S_0$,
\begin{equation}
\frac{d\Delta G}{dt}=a\left[\gamma S_0-(\gamma+\Delta G)S\right]-\frac{\Delta G}{\tau_c}.
\label{carrier}
\end{equation}

\subsection{Steady states and the widened range}

Equation (\ref{amp}) gives $\Delta G/2=\dot x-ke^{-x}\cos\phi$. Substitution in (\ref{phase}) removes the gain without approximation:
\begin{equation}
\frac{d}{dt}(\phi-\alpha x)=-\Delta\omega-ke^{-x}(\sin\phi+\alpha\cos\phi).
\label{combined}
\end{equation}
A locked state has constant $x$, $\phi$ and $\Delta G$. How far $x$ departs from zero follows from (\ref{carrier}). To first order in $k$, $\Delta G=-2k\cos\phi$ and $S-S_0=2S_0x$, so
\begin{align}
0&=-2a\gamma S_0x-\left(aS_0+\frac1{\tau_c}\right)\Delta G,\\
x&=\frac{k\cos\phi}{\gamma}\left(1+\frac1{aS_0\tau_c}\right).
\label{x}
\end{align}
Injection is weak in the steady-state sense when this is much smaller than one. Then $e^{-x}\to1$ in (\ref{combined}).

Define $\theta=\arctan\alpha$, so that $\cos\theta=1/\sqrt{1+\alpha^2}$ and $\sin\theta=\alpha/\sqrt{1+\alpha^2}$. The sum of sine and cosine becomes
\begin{equation}
\sin\phi+\alpha\cos\phi=\sqrt{1+\alpha^2}\,\sin(\phi+\theta),
\end{equation}
and the steady-state condition is
\begin{equation}
\Delta\omega=-K\sin(\phi+\theta),\qquad K=k\sqrt{1+\alpha^2}.
\label{main}
\end{equation}
As $\phi$ runs through a full turn, the sine takes every value from $-1$ to $1$ and no other. To leading order in $\sqrt{P_{\rm inj}/P_{\rm out}}$, a locked steady state near the free-running power therefore exists if and only if $|\Delta\omega|\le K$. (The rate equations also have a steady state with almost no laser power, both inside and outside this range. It is unstable: its gain is well above the loss, so the field grows away from it.) For $\alpha=0$ the half-range is Adler's $k$; for $\alpha\gg1$ it approaches $\alpha k$.

The lower edge shows where the extra range comes from. There $\phi=\pi/2-\theta$, so $\cos\phi=\sin\theta$ and $\sin\phi=\cos\theta$. The two contributions to $\Delta\omega$ in (\ref{phase}) are
\begin{equation}
\frac{\alpha}{2}\Delta G=-\frac{\alpha^2k}{\sqrt{1+\alpha^2}},\qquad
-k\sin\phi=-\frac{k}{\sqrt{1+\alpha^2}} .
\label{split}
\end{equation}
The second is the direct pull of the injected field on the phase, and it is smaller than in Adler's case. The first is indirect: the in-phase part of the injection supplies some of the field, the required gain falls, the index rises, and the resonance moves towards the master. The ratio of indirect to direct pull is $\alpha^2$.

At the upper edge both signs are reversed, and $\Delta G>0$. The injected field then partly opposes the laser field, and the fixed pump supports the higher carrier number at a slightly lower photon number. If one admitted only states with $\Delta G\le0$, that is $\cos\phi\ge0$, (\ref{main}) would give the unequal interval $-K\le\Delta\omega\le k$. The steady-state equations contain no such restriction.

Within the rate equations (\ref{amp})--(\ref{carrier}), finite injection displaces the edges. The sine is stationary there, so to first order only the factor $e^{-x}$ matters. With $x_e>0$ the value of (\ref{x}) at the lower edge, and $-x_e$ that at the upper edge,
\begin{equation}
\Delta\omega_{\rm low}=-K(1-x_e),\qquad \Delta\omega_{\rm high}=K(1+x_e).
\label{edges}
\end{equation}
In this model the interval shifts upwards, while its half-width is unchanged to this order. Two corrections of relative size $k\tau$ are missing from the rate equations, and each can be as large as this shift. The second-order term dropped in expanding (\ref{trip}) moves both edges down by $\tfrac12k\tau K\sin\theta$. The change with gain of the ratio of $|A|^2$ to $S$ moves both edges up. For uniform gain along the cavity the two nearly cancel, leaving an upward $\tfrac12k\tau K\sin\theta\,[1/(1-R)-1/\ln(1/R)-1/2]$, about a tenth of the shift in (\ref{edges}) for the laser below. A carrier density that varies along the cavity is not included, so the size of this small shift in a device is uncertain.

\subsection{Motion inside and outside the range}

To use (\ref{combined}) for a moving phase, $x$ must also stay small in time. Linearizing (\ref{amp}) and (\ref{carrier}) for a slow drive $f=k\cos\phi$ gives
\begin{equation}
\dot x=\tfrac12\Delta G+f,\qquad
\frac{d\Delta G}{dt}=-2\omega_r^2x-\Gamma\Delta G,
\end{equation}
with $\omega_r^2=a\gamma S_0$ and $\Gamma=1/\tau_c+aS_0$. A drive component at angular frequency $\Omega$ produces $\Delta G=-2\omega_r^2x/(\Gamma+i\Omega)$, and therefore
\begin{equation}
x=\frac{\Gamma+i\Omega}{\omega_r^2-\Omega^2+i\Omega\Gamma}\,f .
\label{response}
\end{equation}
At $\Omega=0$ this is (\ref{x}). If $\Omega$ and $\Gamma$ are well below $\omega_r$, and both $|x|$ and $\alpha|x|$ are much smaller than one, the angle $u=\phi+\theta$ obeys
\begin{equation}
\dot u=-\Delta\omega-K\sin u .
\label{adler}
\end{equation}
This is Adler's equation with $k$ replaced by $K$ and the phase origin shifted.

For $D=|\Delta\omega|>K$ the phase slips. The time for one turn follows with $w=\tan(u/2)$; the sign of $\Delta\omega$ does not alter the integral over a full turn:
\begin{align}
T&=\int_0^{2\pi}\frac{du}{D+K\sin u}
=\int_{-\infty}^{\infty}\frac{2\,dw}{D(1+w^2)+2Kw}\nonumber\\
&=\int_{-\infty}^{\infty}\frac{2\,dw}{D(w+K/D)^2+(D^2-K^2)/D}
=\frac{2\pi}{\sqrt{D^2-K^2}} .
\end{align}
The mean angular beat frequency is thus $\sqrt{\Delta\omega^2-K^2}$. It vanishes at the edge of the range. A beat measured at a known detuning outside the range therefore also determines $K$, provided that the detuning is well below the relaxation frequency $\omega_r$. The value so inferred is too large by a fraction of about $\Delta\omega^2/(2\omega_r^2)$, some 3\% at a detuning of $\omega_r/4$.

\subsection{What stability adds}

Inside the range (\ref{main}) has two solutions, $u$ and $\pi-u$. A small displacement in (\ref{adler}) changes at the rate $-K\cos u$. The state with $\cos u<0$ is unstable, and the other attracts the slow phase. It can still lose stability through the relaxation oscillation between photons and carriers.

For the variables $(x,\phi,\Delta G)$, the linearized equations have the matrix $M_0+M_1$. To leading order in $k$,
\begin{equation}
M_0=\begin{pmatrix}0&0&\frac12\\0&0&\frac\alpha2\\-2\omega_r^2&0&-\Gamma\end{pmatrix},\quad
M_1=k\begin{pmatrix}-\cos\phi&-\sin\phi&0\\ \sin\phi&-\cos\phi&0\\0&0&0\end{pmatrix}.
\end{equation}
Changes of the carrier row are of the relative size of (\ref{x}) and are dropped. The oscillation has $\lambda^2+\Gamma\lambda+\omega_r^2=0$, with right and left eigenvectors
\begin{equation}
r=\begin{pmatrix}1\\ \alpha\\2\lambda\end{pmatrix},\qquad
l=\left(1,\;0,\;\frac1{2(\lambda+\Gamma)}\right).
\end{equation}
First-order perturbation theory gives
\begin{equation}
\delta\lambda=\frac{lM_1r}{l\,r}=-k(\cos\phi+\alpha\sin\phi)\,\frac{\lambda+\Gamma}{2\lambda+\Gamma}.
\end{equation}
With $\lambda=-\Gamma/2+i\omega_d$, the last fraction is $(\Gamma/2+i\omega_d)/(2i\omega_d)$, whose real part is $1/2$. Since $\cos\phi+\alpha\sin\phi=\sqrt{1+\alpha^2}\cos(\phi-\theta)$ and $\phi-\theta=u-2\theta$, the growth rate is
\begin{equation}
{\rm Re}\,\lambda_{\rm tot}=-\frac\Gamma2-\frac K2\cos(u-2\theta).
\label{growth}
\end{equation}
If $K<\Gamma$, this is negative for every $u$. To this order the whole range (\ref{main}) then has a stable locked state, apart from the edges, where the slow restoring rate vanishes. For $\alpha>1$ the most dangerous angle, $u=2\theta-\pi$, lies on the attracting branch. It corresponds to $\Delta\omega=K\sin2\theta=2\alpha K/(1+\alpha^2)$, so as injection rises stability is first lost inside the range, at positive detuning.

\subsection{A 1550 nm laser with 10 nW injected}

Take an uncoated InGaAsP/InP laser with $L=300$ $\mu$m, $n'=3.4$, $n_g=3.7$, $\alpha=4$ and $P_{\rm out}=5$ mW. The facet reflectance is $R=(2.4/4.4)^2=0.2975$, and the round-trip time is $\tau=7.405$ ps. With 10 nW injected, the power ratio is $2.0\times10^{-6}$, and (\ref{k}) gives
\begin{equation}
k=(173.92\ {\rm ns^{-1}})\sqrt{2.0\times10^{-6}}=0.2460\ {\rm rad/ns}.
\end{equation}
Division by $2\pi$ gives Adler's half-range, 39.15 MHz. The widening factor is $\sqrt{17}=4.123$, so
\begin{equation}
\frac{K}{2\pi}=4.123\times39.15\ {\rm MHz}=161.4\ {\rm MHz},
\end{equation}
or 1.29 pm in wavelength.

This result was tested without rate equations or an assumed coupling rate. Maxwell's boundary conditions were solved for an amplifying, dispersive slab with the same length and indices. The free-running laser is the solution with outgoing waves and no incoming wave. For locking, the ratio of incoming to front outgoing power was held at $2.0\times10^{-6}$, their relative phase was scanned, and the extreme frequencies were found. The half-ranges for $\alpha=0,2,4,6$ were 39.15, 87.53, 161.41 and 238.12 MHz. Each agrees with $k\sqrt{1+\alpha^2}$ within the 0.5\% allowed.

For the rate equations, the photon loss rate is $\gamma=449$ ns$^{-1}$, the photon number $S_0=2.38\times10^5$, $a=5064$ s$^{-1}$ and $\tau_c=1$ ns. Hence $aS_0\tau_c=1.21$. At the lower edge $\cos\phi=4/\sqrt{17}=0.970$, and (\ref{x}) gives
\begin{equation}
x_e=\frac{0.2460\times0.970}{449}\left(1+\frac1{1.21}\right)=9.7\times10^{-4}.
\end{equation}
The full steady-state equations place the edges at $-161.24$ and $161.56$ MHz, the upward shift predicted by (\ref{edges}). At the lower edge $\Delta G=-0.477$ ns$^{-1}$. This gain change, about 0.1\% of $\gamma$, contributes $-151.8$ MHz through the index, while the direct pull contributes $-9.5$ MHz.

Time integration of (\ref{amp}), (\ref{phase}) and (\ref{carrier}) locked at $\pm0.97K$. At $-1.25K$ and $+1.25K$ the phase slipped at 121.10 and 120.82 MHz, against $0.75K/2\pi=121.05$ MHz from (\ref{adler}).

The damping is $\Gamma=2.21$ ns$^{-1}$, more than twice $K=1.01$ rad/ns. All 200 sampled states on the attracting branch were stable. Because $K\propto\sqrt{P_{\rm inj}}$, equality $K=\Gamma$ is reached at $10\,(2.207/1.014)^2=47$ nW. Eigenvalues of the full equations confirmed stability of all samples at $K=0.85\,\Gamma$ and instability of some at $1.15\,\Gamma$. At 1 $\mu$W the existence half-range is 1.61 GHz, but only 12.5\% of the sampled states were stable. A wide existence range is then a poor guide to usable detuning.

\subsection{Corrections in a real device}

Gain compression lowers the gain at high photon number. Let $G=[\gamma(1+\epsilon S_0)+m]/(1+\epsilon S)$, where $m=a(N-N_0)$ and the index follows $m$. To first order in $\delta S=S-S_0$,
\begin{align}
m&=(1+\epsilon S_0)\Delta G+\gamma\epsilon\,\delta S,\\
\gamma\,\delta S&=-S_0\Delta G-\frac{m}{a\tau_c},
\end{align}
where the second line is the steady carrier balance. Eliminating $\delta S$ gives $m=\Delta G/[1+\epsilon/(a\tau_c)]$, so $\alpha$ in (\ref{main}) is divided by $1+\epsilon/(a\tau_c)$. Here $\epsilon S_0=0.0060$ and $\epsilon/(a\tau_c)=0.0060/1.21=0.005$. The computed edges become $-160.50$ and $160.81$ MHz, a narrowing of about 0.5\%. The effect on damping is much larger: it rises to 4.86 ns$^{-1}$. The injected power up to which the whole range is stable then rises from 47 nW to about 230 nW, and the stable fraction at 1 $\mu$W rises to 24.5\%.

Spontaneous emission with a factor $n_{\rm sp}=2$ gives an rms phase fluctuation of 0.165 rad at the centre of the range in the linearized model without compression or carrier noise. Near an edge the restoring rate $K\cos u$ tends to zero, so noise can cause phase slips before the deterministic limit is reached.

The laser parameters are rough typical values for this kind of device, but 10 nW is very weak injection, chosen so that the whole range is stable. Two assumptions are readily broken in practice. If only a fraction $\eta$ of the incident power enters the laser mode, $K$ is multiplied by $\sqrt\eta$; for $\eta=0.25$ the half-range is 81 MHz. Temperature is also not fixed: with a rough shift of 0.1 nm/K, a drift of about 13 mK moves the laser by the full half-range. For a distributed-feedback laser, the facet factor in (\ref{k}) must be replaced by the coupling of its own mode. For weak injection, the factor $\sqrt{1+\alpha^2}$ remains wherever (\ref{amp}) and (\ref{phase}) hold with the appropriate $k$. The derivation also assumes that a single longitudinal mode oscillates, which an uncoated Fabry--Perot laser does not guarantee. This matters most for $\Delta\omega>k$, where the locked states have $\Delta G>0$, reaching about 0.1\% of $\gamma$ at the upper edge. A neighbouring mode whose gain falls short of its loss by less than this can start to oscillate and cut off the upper part of the range. The remaining inputs and values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
wavelength 1550 nm, length 300 um
phase index 3.4, group index 3.7, alpha 4.0
output 5.0 mW, injected 10.0 nW
power ratio P_inj/P_out 2.00e-06
internal loss 15 1/cm
active width 2.0 um, thickness 0.2 um
confinement 0.3, carrier lifetime 1.0 ns
differential gain 2.50e-16 cm^2
facet reflectance R 0.2975
round-trip time 7.405 ps
mode spacing 135.0 GHz
mirror loss 40.41 1/cm
photon loss rate 449.0 1/ns
photon number 2.383e+05
gain rate per carrier a 5064.1 1/s
coupling rate (1-R)/(sqrt(R) tau_rt) 173.92 1/ns
k 0.2460 rad/ns, K 1.0141 rad/ns
Adler half-range 39.15 MHz
widening sqrt(1+alpha^2) 4.1231
widened half-range 161.40 MHz = 1.293 pm
Maxwell slab, alpha 0: half-range 39.15 MHz, ratio to alpha 0 1.0000
Maxwell slab, alpha 2: half-range 87.53 MHz, ratio to alpha 0 2.2361
Maxwell slab, alpha 4: half-range 161.41 MHz, ratio to alpha 0 4.1232
Maxwell slab, alpha 6: half-range 238.12 MHz, ratio to alpha 0 6.0831
rate-equation edges -161.24 and 161.56 MHz
edge asymmetry (high+low)/K 1.94e-03; at 10 k 1.94e-02
lower edge: phase 14.00 deg
lower edge: gain change -0.4768 1/ns
lower edge: ln field change 9.71e-04
lower edge: gain-index part -151.78 MHz
lower edge: direct part -9.46 MHz
beat at -1.25 K and +1.25 K: 121.10, 120.82 MHz
beat from sqrt(detuning^2-K^2) 121.05 MHz
relaxation frequency 3.700 GHz
damping Gamma 2.207 1/ns, compressed 4.859 1/ns
injected power where K = Gamma 47.4 nW
stable fraction at 10 nW: 1.000, compressed 1.000
stable fraction of other branch 0.000
half-range at 1 uW 1614.0 MHz
stable fraction at 1 uW: 0.125, compressed 0.245
gain compression epsilon*S0 0.0060
edges with compression -160.50 and 160.81 MHz
spontaneous-emission factor 2.0
rms phase noise at range centre 0.165 rad
thermal wavelength shift 0.10 nm/K
temperature change equal to half-range 12.93 mK
\end{verbatim}
